\section*{Nonorthogonal CI of two spin-flipped UHF determinants in stretched H2}

\section{Problem}

The nuclei of H$_2$ are held at a distance $R$ large enough for the unrestricted Hartree--Fock (UHF) ground state to place the two electrons in different orbitals $a$ and $b$. These are real and normalized, with overlap $s=\langle a|b\rangle$, $0<s<1$. Exchanging the spins gives a second solution:
\begin{equation}
\Phi_1=|a\alpha\,b\beta|,\qquad \Phi_2=|b\alpha\,a\beta| .
\end{equation}
The Hamiltonian is $H=h(1)+h(2)+1/r_{12}+V_{nn}$, nonrelativistic and free of spin. Energies are in hartree and distances in bohr.

\begin{enumerate}
\item Diagonalize $H$ in the span of $\Phi_1$ and $\Phi_2$ (nonorthogonal CI, NOCI). Find the spins and energies of the two states.
\item In a minimal basis, compare both states with full CI (FCI) and find the error of NOCI.
\item Evaluate the result for STO-3G at $R=4$, and say what changes in a larger basis.
\end{enumerate}

A minimal basis has one bonding orbital $g$ and one antibonding orbital $u$. Let $E_g$ and $E_u$ be the energies of the closed-shell determinants $gg$ and $uu$, $K=(gu|gu)>0$ their coupling, and $E_T$ the energy of the triplet configuration $gu$. Define
\begin{equation}
M=\frac{E_u+E_g}{2},\qquad \Delta=\frac{E_u-E_g}{2},\qquad \kappa=\frac{M-K-E_T}{2}.
\end{equation}
For STO-3G at $R=4$, $M=-0.660054$, $\Delta=0.101028$, $K=0.265128$ and $\kappa=0.001075$.

\section{First estimate by scaling}

Take the localized orthonormal orbitals $A=(g+u)/\sqrt2$ and $B=(g-u)/\sqrt2$. The neutral singlet $(AB+BA)/\sqrt2=(gg-uu)/\sqrt2$ has energy $M-K$. The ionic singlet $(AA+BB)/\sqrt2=(gg+uu)/\sqrt2$ has energy $M+K$. They are coupled by $(E_g-E_u)/2=-\Delta$. The neutral triplet lies $2\kappa$ below the neutral singlet, so $\kappa$ is the exchange integral $(AB|AB)$. It is small and is dropped in this estimate.

First-order perturbation theory gives the true singlet an ionic amplitude $\Delta/2K$, and second order lowers it by
\begin{equation}
E_T-E_S\sim\frac{\Delta^2}{2K}=\frac{0.101028^2}{0.530256}\approx0.019 .
\end{equation}

In UHF each orbital takes in a little of the other localized orbital: $a\approx A+\eta B$, $b\approx B+\eta A$, so $s\approx2\eta$. Since $A$ and $B$ are orthogonalized, $\eta$ is not all leakage onto the other atom. At $R=4$, $\eta=0.096$; about half of it only restores the overlap of the atomic $1s$ functions (0.098, contributing $0.098/2$), and the admixture of the other atom's $1s$ function is 0.047. "Neutral" and "ionic" refer to $A$ and $B$ throughout. Then $ab+ba\approx(AB+BA)+2\eta(AA+BB)$, and the singlet part of the determinant has ionic amplitude $s$ relative to the neutral one. This singlet part has weight about one half. Its coupling therefore contributes $\tfrac12\cdot2s(-\Delta)=-s\Delta$ to the UHF energy, and its ionic cost is $\tfrac12s^2\cdot2K=Ks^2$. The minimum of $Ks^2-s\Delta$ is at $s\approx\Delta/2K\approx0.19$, which is also the first-order ionic amplitude of the true singlet.

The two amplitudes thus agree to first order. Both are odd in $\Delta$, because reversing the sign of $B$ reverses the coupling and the ionic amplitude together. The first possible discrepancy is of order $s^3$. An amplitude error costs its square times the splitting $2K$, so
\begin{equation}
E_S^{\rm NOCI}-E_S^{\rm FCI}\sim2Ks^6\approx0.53\times(0.19)^6\approx2.5\times10^{-5}.
\end{equation}
The numerical prefactor is a guess at this stage.

\section{Exact solution}

\subsection{Spin and energies in any basis}

Written out, with the electron order 1, 2 understood in each product,
\begin{align}
\Phi_1&=\tfrac1{\sqrt2}\,[\,ab\,\alpha\beta-ba\,\beta\alpha\,],\\
\Phi_2&=\tfrac1{\sqrt2}\,[\,ba\,\alpha\beta-ab\,\beta\alpha\,].
\end{align}
Adding and subtracting gives
\begin{equation}
\Phi_1\pm\Phi_2=(ab\pm ba)\,\frac{\alpha\beta\mp\beta\alpha}{\sqrt2}.
\end{equation}
The sum is a pure singlet and the difference a pure triplet with $M_S=0$, whatever the orbitals.

The overlap is $\langle\Phi_1|\Phi_2\rangle=\langle a|b\rangle\langle b|a\rangle=s^2$, so the squared norms of $\Phi_1\pm\Phi_2$ are $2(1\pm s^2)$. Since $\Phi_1=\tfrac12[(\Phi_1+\Phi_2)+(\Phi_1-\Phi_2)]$, its singlet and triplet weights are
\begin{equation}
w_S=\frac{1+s^2}{2},\qquad w_T=\frac{1-s^2}{2},\qquad \langle S^2\rangle_{\rm UHF}=2w_T=1-s^2. \label{weights}
\end{equation}

A spin-free $H$ gives $H_{11}=H_{22}=E_{\rm UHF}$. In the off-diagonal element each one-electron term leaves one overlap factor:
\begin{equation}
H_{12}=\langle ab|H|ba\rangle=2s\,h_{ab}+(ab|ab)+s^2V_{nn}.
\end{equation}
The sum and difference are not coupled, because $\langle\Phi_1+\Phi_2|H|\Phi_1-\Phi_2\rangle=H_{11}-H_{22}=0$. They are therefore the NOCI eigenstates. Dividing $2(E_{\rm UHF}\pm H_{12})$ by the norms gives
\begin{equation}
E_S=\frac{E_{\rm UHF}+H_{12}}{1+s^2},\qquad
E_T^{\rm NOCI}=\frac{E_{\rm UHF}-H_{12}}{1-s^2}. \label{noci}
\end{equation}

\subsection{UHF in the minimal basis}

The two UHF orbitals are mirror images of each other:
\begin{equation}
a=\cos\theta\,g+\sin\theta\,u,\qquad b=\cos\theta\,g-\sin\theta\,u .
\end{equation}
Multiplying out,
\begin{align}
ab+ba&=2(\cos^2\theta\,gg-\sin^2\theta\,uu),\\
ab-ba&=2\sin\theta\cos\theta\,(ug-gu).
\end{align}
The second line is the single triplet function that two orbitals can form. Hence $E_T^{\rm NOCI}=E_T$, the FCI triplet energy.

Let $x=\sin^2\theta$, so that $s=\cos2\theta=1-2x$. In $\Phi_1$ the amplitudes of $gg$ and $uu$ are $1-x$ and $-x$, and the triplet has weight $2x(1-x)$. The energy of the determinant is
\begin{equation}
E=(1-x)^2E_g+x^2E_u-2x(1-x)K+2x(1-x)E_T .
\end{equation}
Insert $1-x=(1+s)/2$ and $x=(1-s)/2$, then $M=E_T+K+2\kappa$:
\begin{align}
E&=\frac{1+s^2}{2}M-s\Delta+\frac{1-s^2}{2}(E_T-K)\\
&=E_T+\kappa+(K+\kappa)s^2-s\Delta .
\end{align}
For $K+\kappa>0$ this parabola has its minimum at
\begin{equation}
s=\frac{\Delta}{2(K+\kappa)},\qquad E_{\rm UHF}=E_T+\kappa-(K+\kappa)s^2. \label{uhf}
\end{equation}
The solution requires $\Delta<2(K+\kappa)$. Equality marks the Coulson--Fischer point, where $a=b=g$.

From the weights (\ref{weights}), $E_{\rm UHF}=w_SE_S+w_TE_T$, so $E_{\rm UHF}-E_T=w_S(E_S-E_T)$ and
\begin{equation}
E_S-E_T=\frac{2[\kappa-(K+\kappa)s^2]}{1+s^2}. \label{gap}
\end{equation}

\subsection{Full CI and the error of NOCI}

The FCI ground singlet mixes $gg$ and $uu$; the $gu$ singlet has the other inversion symmetry. For a trial state $\cos\varphi\,gg-\sin\varphi\,uu$,
\begin{equation}
E(\varphi)=M-\Delta\cos2\varphi-K\sin2\varphi=M-W\cos2(\varphi-\varphi_F),
\end{equation}
with $W=\sqrt{\Delta^2+K^2}$ and $\cos2\varphi_F=\Delta/W$. The minimum is $E_S^{\rm FCI}=M-W$. The NOCI singlet has amplitudes in the ratio $(1-x):(-x)$, hence
\begin{equation}
\cos2\varphi_N=\frac{(1-x)^2-x^2}{(1-x)^2+x^2}=\frac{2s}{1+s^2}.
\end{equation}
Because $1-\cos2\delta=2\sin^2\delta$, the error is
\begin{equation}
E_S-E_S^{\rm FCI}=2W\sin^2(\varphi_N-\varphi_F)\ge0. \label{error}
\end{equation}
NOCI has the right configurations, but their ratio was fixed by minimizing the energy of a spin mixture.

For small $s$, write $\kappa=\rho Ks^2$ with $\rho$ bounded. By (\ref{uhf}), $\Delta/K=2s+2\rho s^3$. Using $y/\sqrt{1+y^2}=y-y^3/2+\dots$ with $y=\Delta/K$,
\begin{align}
\cos2\varphi_N&=2s-2s^3+O(s^5),\\
\cos2\varphi_F&=2s+(2\rho-4)s^3+O(s^5).
\end{align}
The cosines differ by $2(1-\rho)s^3$. Both sines are $1+O(s^2)$, so $|\varphi_N-\varphi_F|\approx|1-\rho|s^3$. With $W\approx K$,
\begin{equation}
E_S-E_S^{\rm FCI}\approx2K(1-\rho)^2s^6. \label{law}
\end{equation}

The order of the spin states is also preserved. By (\ref{gap}), NOCI puts the singlet lower if $(K+\kappa)s^2>\kappa$. FCI does so if $W>K+2\kappa$. For $\kappa\ge0$ this can be squared to $\Delta^2>4\kappa(K+\kappa)$, which is the same condition once $\Delta=2(K+\kappa)s$ is inserted.

\subsection{Numbers at $R=4$}

Equation (\ref{uhf}) gives $s=0.101028/0.532406=0.18976$ and $s^2=0.03601$. With $h_{ab}=-0.17984$, $(ab|ab)=0.01735$ and $V_{nn}=0.25$,
\begin{equation}
H_{12}=-0.06825+0.01735+0.00900=-0.04190 .
\end{equation}
With $E_{\rm UHF}=-0.93584$, equation (\ref{noci}) yields
\begin{align}
E_S&=\frac{-0.93584-0.04190}{1.03601}=-0.94376,\\
E_T&=\frac{-0.93584+0.04190}{0.96399}=-0.92733 .
\end{align}
The UHF state is 52\% singlet and 48\% triplet, with $\langle S^2\rangle=0.964$. For FCI, $W=0.28372$ and $E_S^{\rm FCI}=-0.94378$. The weight of $gg$ is 0.683 in NOCI and 0.678 in FCI. The singlet--triplet gap is 0.01643 hartree (0.4471 eV) in NOCI and 0.01645 hartree (0.4475 eV) in FCI. These digits compare the two methods within STO-3G; the FCI gap itself is 0.58 eV in cc-pVDZ and 0.62 eV in aug-cc-pVTZ.

\section{Comparison of estimate and solution}

The estimated gap, 0.0192, exceeds the FCI value by 0.0028. The exact expression $W-K-2\kappa$ shows why. Exchange removes $2\kappa=0.00215$, and replacing $\Delta^2/2K=0.01925$ by $W-K=0.01860$ removes the remaining 0.00065.

The estimated NOCI error, $2.5\times10^{-5}$, compares with $1.7\times10^{-5}$ from (\ref{error}). The power $s^6$ and the prefactor $2K$ were right for $\kappa=0$. Here $\rho=0.11$, and the factor $(1-\rho)^2$ brings the leading law to $1.95\times10^{-5}$; higher orders account for the rest. Errors relative to the FCI singlet in STO-3G are:

\begin{center}
\begin{tabular}{ccccc}
$R$ & $s$ & UHF & NOCI & law (\ref{law})\\
3 & 0.475 & $3.4\times10^{-2}$ & $2.3\times10^{-3}$ & $4.7\times10^{-3}$\\
4 & 0.190 & $7.9\times10^{-3}$ & $1.7\times10^{-5}$ & $2.0\times10^{-5}$\\
5 & 0.074 & $1.3\times10^{-3}$ & $6.4\times10^{-8}$ & $6.5\times10^{-8}$
\end{tabular}
\end{center}

At these three distances the UHF error is mainly spin mixing (93\% of it at $R=3$, more at larger $R$): $E_{\rm UHF}-E_S=w_T(E_T-E_S)$, close to half the gap at small $s$. NOCI removes this part. The law is a factor of two too large at $R=3$, where $s$ is no longer small.

In the opposite limit, $s\to1$, the advantage disappears. At the Coulson--Fischer distance, 2.18 bohr in this basis, $\varphi_N=0$ and the NOCI singlet is the restricted Hartree--Fock determinant, 0.047 hartree above FCI. There $\Phi_1-\Phi_2$ vanishes and the two-determinant problem becomes singular. At shorter distances the UHF solution is the restricted one, and exchanging the spins gives no new determinant. Other partners remain: in the minimal basis $uu$ is also a stationary Hartree--Fock solution, by inversion symmetry, and mixing it with $gg$ gives the FCI singlet at any $R$.

\section{Larger basis and more electrons}

Spin purity and (\ref{noci}) did not depend on the basis. The agreement of the triplet with FCI did, since a larger basis offers many triplet functions. Both NOCI energies are then upper bounds to the lowest FCI energy of their spin. In cc-pVDZ at $R=4$:

\begin{center}
\begin{tabular}{lcc}
 & singlet & triplet\\
NOCI & $-1.01108$ & $-0.99034$\\
FCI & $-1.01240$ & $-0.99119$
\end{tabular}
\end{center}

The singlet error of 0.00133 can be divided. The function $ab+ba$ uses two orbitals, so it lies within the variational space of CASSCF(2,2), which optimizes both the orbitals and the coefficients. The CASSCF energy, $-1.01153$, is 0.00045 below NOCI; this is the cost of keeping the UHF orbitals and coefficients. The other 0.00088 is correlation outside any two-orbital space. The triplet error of 0.00085 partly cancels the singlet error in the gap, which is 0.0207 in NOCI and 0.0212 in FCI. FCI here is complete only within its basis, and these numbers are not converged. In aug-cc-pVTZ the singlet error rises to 0.0035 (0.0005 from the UHF orbitals and coefficients, 0.0030 outside the two-orbital space) and the triplet error to 0.0016. The NOCI gap barely moves (0.0209) while the FCI gap grows to 0.0228, so the NOCI error in the gap is 0.0019 rather than 0.0005. In aug-cc-pVQZ these values still move by one or two units of the last digit: the singlet error is 0.0037 (0.0005 and 0.0031), the FCI gap 0.0229 and the error in the gap 0.0020.

Both combinations are pure for arbitrary orbitals when only $S=0$ and $S=1$ can occur, that is, for two electrons, or for two holes in a finite basis ($2n-2$ electrons in $n$ orbitals). Exchanging $\alpha$ and $\beta$ multiplies an $M_S=0$ state by $(-1)^S$, up to a sign common to all $S$, so the combinations $\Phi_1\pm\Phi_2$ separate even from odd $S$. Two electrons have one value of each kind. Four electrons have $S=0$ and $S=2$ in the same combination: for one determinant with randomly chosen orbitals, the even combination has $\langle S^2\rangle=0.28$, which is neither 0 nor 6. The odd combination of four electrons contains only $S=1$ and is still pure, but a pure singlet in general needs further determinants or explicit spin projection. The STO-3G and cc-pVDZ values are listed in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
H2, STO-3G, R = 4.0 bohr; energies in hartree
overlap s = 0.189758, s^2 = 0.036008
h_ab = -0.179840, (ab|ab) = 0.017348
V_nn = 0.250000, H12 = -0.041902
E_g (RHF) = -0.761082, E_u = -0.559026
K = 0.265128, Delta = 0.101028
M = -0.660054, kappa = 0.001075
E_UHF = -0.935842, <S^2>_UHF = 0.963992
UHF weights: singlet 0.518004, triplet 0.481996
NOCI <S^2>: 0.000000 and 2.000000
NOCI singlet = -0.943761, triplet = -0.927332
FCI singlet = -0.943778, triplet = -0.927332
NOCI singlet error = 0.000017
UHF error to FCI singlet = 0.007936
gg weight: NOCI 0.683163, FCI 0.678039
NOCI gap E_T-E_S = 0.016430 hartree = 0.4471 eV
FCI gap E_T-E_S = 0.016447 hartree = 0.4475 eV
STO-3G scan: R in bohr, energies in hartree
R=3.0 RHF=-0.885275 UHF=-0.951018 NOCI_S=-0.982817 FCI_S=-0.985157 T=-0.900675
  s=0.47514 kappa/K=1.503e-02 NOCI error=2.340e-03 leading law=4.714e-03
R=4.0 RHF=-0.761082 UHF=-0.935842 NOCI_S=-0.943761 FCI_S=-0.943778 T=-0.927332
  s=0.18976 kappa/K=4.054e-03 NOCI error=1.713e-05 leading law=1.950e-05
R=5.0 RHF=-0.686416 UHF=-0.933588 NOCI_S=-0.934889 FCI_S=-0.934889 T=-0.932272
  s=0.07355 kappa/K=8.408e-04 NOCI error=6.373e-08 leading law=6.498e-08
R=6.0 RHF=-0.645077 UHF=-0.933227 NOCI_S=-0.933402 FCI_S=-0.933402 T=-0.933052
  s=0.02651 kappa/K=1.270e-04 NOCI error=1.413e-10 leading law=1.417e-10
Coulson-Fischer distance, STO-3G = 2.1797 bohr
there RHF = -1.019879, FCI = -1.067154 hartree
RHF error there = 0.047276 hartree
four-electron spin-flip sum: <S^2> = 0.2803
H2, cc-pVDZ, R = 4.0 bohr; energies in hartree
s = 0.261060, E_UHF = -1.001415
RHF = -0.906781, <S^2>_UHF = 0.931847
NOCI singlet = -1.011077, triplet = -0.990339
CASSCF(2,2) singlet = -1.011528
FCI singlet = -1.012404, triplet = -0.991188
NOCI - CASSCF = 0.000451
CASSCF - FCI = 0.000876
NOCI triplet - FCI triplet = 0.000849
gap: NOCI 0.020738, FCI 0.021216
\end{verbatim}
